# Counting hydrogen placements on phosphorus dimer arrays with Burnside's lemma: a numerical check

```python
"""
Result under test: hydrogen placements on a periodic array of P dimers, one H
per dimer, fall into K = (1/|G|) * sum_g Fix(g) symmetry classes (Burnside).
The supercell has M dimers along the dimer axis x (spacing 2a) and N along the
dimer row y (spacing a); a is the side of the 1x1 surface cell.
G is the symmetry group p2mm of the H-free array modulo the supercell.
L and R mean H on the left or right end of a dimer.
Coordinates are integers in units of a/4. The orbit enumeration uses atomic
coordinates; the Burnside sum uses closed formulas for Fix(g).
Energies are in eV, lengths in nm, temperatures in K.
"""
import itertools
import math
import numpy as np
from scipy import constants
from scipy.optimize import brentq


def surface_layers(M, N):
    """Dimerised P layer and three unrelaxed zincblende layers below it."""
    motifs = [((1, 0), (3, 0)), ((0, 2), (4, 2)),
              ((2, 2), (6, 2)), ((2, 0), (6, 0))]
    return [{(8 * p + x, 4 * q + y) for p in range(M) for q in range(N)
             for x, y in motif} for motif in motifs]


def find_symmetries(M, N):
    """Search all square-lattice point operations and all translations."""
    width, height = 8 * M, 4 * N
    layers = surface_layers(M, N)
    linear_parts = []
    for u, v in itertools.product((1, -1), repeat=2):
        linear_parts += [(u, 0, 0, v), (0, u, v, 0)]
    found = []
    for A, B, C, D in linear_parts:
        for tx in range(width):
            for ty in range(height):
                if all(((A * x + B * y + tx) % width,
                        (C * x + D * y + ty) % height) in layer
                       for layer in layers for x, y in layer):
                    found.append((A, B, C, D, tx, ty))
    return found


def site_permutation(op, M, N):
    """Permutation of dimer ends; site = 2*dimer + (0 left, 1 right)."""
    A, B, C, D, tx, ty = op
    position = [(8 * p + 1 + 2 * end, 4 * q)
                for p in range(M) for q in range(N) for end in (0, 1)]
    index = {xy: i for i, xy in enumerate(position)}
    return [index[(A * x + B * y + tx) % (8 * M),
                  (C * x + D * y + ty) % (4 * N)] for x, y in position]


def image(perm, placement):
    return tuple(sorted(perm[s] for s in placement))


def one_per_dimer(count):
    return itertools.product(*[(2 * d, 2 * d + 1) for d in range(count)])


def enumerate_orbits(placements, perms):
    seen, orbits = set(), []
    for placement in placements:
        if placement not in seen:
            orbit = {image(perm, placement) for perm in perms}
            seen |= orbit
            orbits.append((placement, orbit))
    return orbits


def reflected_fixed_points(length, shift):
    if length % 2:
        return 1
    return 2 if shift % 2 == 0 else 0


def fixed_formula(op, M, N):
    """Closed formula for the number of placements left unchanged."""
    sx, sy, tx, ty = op[0], op[3], op[4], op[5]
    shift_x, shift_y = (tx - 2 + 2 * sx) // 8, ty // 4
    m = M // math.gcd(M, shift_x)
    n = N // math.gcd(N, shift_y)
    fx = reflected_fixed_points(M, shift_x)
    fy = reflected_fixed_points(N, shift_y)
    if sx == 1 and sy == 1:
        return 2 ** (M * N // math.lcm(m, n))
    if sx == 1:
        return 2 ** (fy * M // m + (N - fy) * M // math.lcm(2, m))
    if sy == 1:
        if fx and n % 2:
            return 0
        return 2 ** (fx * N // n + (M - fx) * N // math.lcm(2, n))
    return 0 if fx * fy else 2 ** (M * N // 2)


# Electron counting for one dimer with its four backbonds.
def electron_surplus(h):
    supply = 2 * 5 + 4 * 3 / 4 + h
    demand = 4 * 2 + 2 + 2 * 2
    return supply - demand


# Integer count for a P-terminated slab, 2x2 cell, two dimers on each face.
def slab_surplus(layer_count, h):
    offsets = [(0, 0), (0, 2), (2, 2), (2, 0)]
    layers = [{((ox + 4 * i) % 8, (oy + 4 * j) % 8)
               for i in range(2) for j in range(2)}
              for ox, oy in (offsets[k % 4] for k in range(layer_count))]
    bonds = sum(((x + dx) % 8, (y + dy) % 8) in lower
                for upper, lower in zip(layers, layers[1:])
                for x, y in upper
                for dx, dy in ((2, 0), (-2, 0), (0, 2), (0, -2)))
    electrons = sum(len(layer) * (5 if k % 2 == 0 else 3)
                    for k, layer in enumerate(layers))
    dimers = 4
    return electrons + dimers * h - 2 * bonds - dimers * (2 + 4)


for h in (0, 1, 2):
    for layer_count in (5, 9):
        assert slab_surplus(layer_count, h) == 4 * electron_surplus(h)
assert electron_surplus(1) == 0
print("Electron surplus per dimer with 0, 1, 2 H:",
      *[f"{electron_surplus(h):+.0f}" for h in (0, 1, 2)])

# Enumeration against Burnside's lemma for many supercells.
print("Cell | dimers | placements | |G| | sum Fix | distinct | transl. only")
saved = {}
for M, N in [(1, 1), (1, 2), (2, 1), (1, 4), (2, 2), (2, 3), (3, 2),
             (3, 3), (2, 4), (4, 2), (3, 4), (4, 4)]:
    ops = find_symmetries(M, N)
    assert len(ops) == 4 * M * N
    assert all(op[1] == 0 and op[2] == 0 for op in ops)
    perms = [site_permutation(op, M, N) for op in ops]
    orbits = enumerate_orbits(one_per_dimer(M * N), perms)
    fixes = [fixed_formula(op, M, N) for op in ops]
    if M * N <= 12:
        placements = list(one_per_dimer(M * N))
        for perm, predicted in zip(perms, fixes):
            assert sum(image(perm, c) == c for c in placements) == predicted
    assert sum(fixes) == len(ops) * len(orbits)
    assert sum(len(orbit) for _, orbit in orbits) == 2 ** (M * N)
    for representative, orbit in orbits:
        stabiliser = sum(image(p, representative) == representative
                         for p in perms)
        assert stabiliser * len(orbit) == len(ops)
    shifts = [i for i, op in enumerate(ops) if op[0] == 1 and op[3] == 1]
    shift_orbits = enumerate_orbits(one_per_dimer(M * N),
                                    [perms[i] for i in shifts])
    assert sum(fixes[i] for i in shifts) == len(shifts) * len(shift_orbits)
    saved[M, N] = (ops, perms, orbits, fixes)
    print(f"({2*M}x{N}) | {M*N} | {2**(M*N)} | {len(ops)} | {sum(fixes)}"
          f" | {len(orbits)} | {len(shift_orbits)}")

# The (4x2) cell in detail.
ops, perms, orbits, fixes = saved[2, 2]
for label, sx, sy in [("translations", 1, 1), ("y reversal", 1, -1),
                      ("x reversal", -1, 1), ("half turns", -1, -1)]:
    part = [f for op, f in zip(ops, fixes) if (op[0], op[3]) == (sx, sy)]
    print(f"(4x2) Fix values, {label}: {sorted(part)}, sum {sum(part)}")
wrong_perms = [[2 * (perm[s] // 2) + s % 2 for s in range(8)]
               for perm in perms]
wrong_count = len(enumerate_orbits(one_per_dimer(4), wrong_perms))
assert wrong_count != len(orbits)
print("(4x2) count if x reversal wrongly keeps the end label:", wrong_count)

# Classes of the small cell remain the same classes in a larger cell.
large_perms = saved[4, 4][1]
canonical = {}
for small in one_per_dimer(4):
    repeated = tuple(2 * (4 * p + q) + small[2 * (p % 2) + q % 2] % 2
                     for p in range(4) for q in range(4))
    canonical[small] = min(image(perm, repeated) for perm in large_perms)
assert len(set(canonical.values())) == len(orbits)
for _, orbit in orbits:
    assert len({canonical[c] for c in orbit}) == 1
print("(4x2) patterns repeated in the (8x4) cell, distinct:",
      len(set(canonical.values())))

# Model energies and class weights.
a_nm = 0.42
J_row, J_cross = 0.040, 0.005
pair_cost = 1.0
kB = constants.k / constants.e
temperatures = (600.0, 300.0)


def energy_per_dimer(placement):
    s = np.array([2 * (site % 2) - 1 for site in placement]).reshape(2, 2)
    return float(np.mean(J_row * s * np.roll(s, -1, axis=1)
                         + J_cross * s * np.roll(s, -1, axis=0)))


print(f"Model: a = {a_nm:.2f} nm, J_row = {J_row:.3f} eV,"
      f" J_cross = {J_cross:.3f} eV")
print(f"(4x2) cell: {4*a_nm:.2f} nm by {2*a_nm:.2f} nm,"
      f" H density {1/(2*a_nm**2):.2f} per nm^2")
energies = []
for representative, orbit in orbits:
    energy = energy_per_dimer(representative)
    assert all(abs(energy_per_dimer(c) - energy) < 1e-12 for c in orbit)
    energies.append(energy)
sizes = np.array([len(orbit) for _, orbit in orbits])
weights = []
for T in temperatures:
    w = sizes * np.exp(-4 * np.array(energies) / (kB * T))
    weights.append(w / w.sum())
print("Pattern (rows split by |): orbit, stabiliser, dimers in primitive"
      " cell, E/dimer (eV), share by count, at 600 K, at 300 K")
for k, (representative, orbit) in enumerate(orbits):
    text = "".join("LR"[s % 2] for s in representative)
    kept_shifts = sum(image(perm, representative) == representative
                      for op, perm in zip(ops, perms)
                      if op[0] == 1 and op[3] == 1)
    print(f"{text[:2]}|{text[2:]}: {len(orbit)}, {len(ops)//len(orbit)},"
          f" {4//kept_shifts}, {energies[k]:+.3f}, {sizes[k]/16:.3f},"
          f" {weights[0][k]:.3f}, {weights[1][k]:.3f}")


# Size of the small-cell error in the neighbour correlation along a row.
def row_correlation(M, N, row, cross, kT):
    count = M * N
    bits = (np.arange(2 ** count)[:, None] >> np.arange(count)) & 1
    s = (2 * bits - 1).reshape(-1, M, N)
    along = (s * np.roll(s, -1, axis=2)).sum(axis=(1, 2))
    across = (s * np.roll(s, -1, axis=1)).sum(axis=(1, 2))
    w = np.exp(-(row * along + cross * across) / kT)
    return float((w * along).sum() / w.sum() / count)


for T in temperatures:
    kT = kB * T
    t = math.tanh(-J_row / kT)
    for N in (2, 4):
        ring = (t + t ** (N - 1)) / (1 + t ** N)
        assert abs(row_correlation(N, N, J_row, 0.0, kT) - ring) < 1e-10
    small = row_correlation(2, 2, J_row, J_cross, kT)
    large = row_correlation(4, 4, J_row, J_cross, kT)
    print(f"{T:.0f} K: kT = {kT:.4f} eV, row correlation"
          f" {small:.3f} (4 dimers), {large:.3f} (16 dimers)")

# Dimers that do not carry exactly one H, with the mean held at one.
print(f"Cost of a bare plus doubly hydrogenated pair: {pair_cost:.1f} eV")
for T in temperatures:
    kT = kB * T
    ratio = math.exp(-pair_cost / (2 * kT))
    fraction = ratio / (1 + ratio)
    if T == temperatures[0]:
        def populations(log_z):
            w = np.array([math.exp(-0.3 * pair_cost / kT),
                          2 * math.exp(log_z),
                          math.exp(2 * log_z - 0.7 * pair_cost / kT)])
            return w / w.sum()
        root = brentq(lambda z: populations(z) @ np.array([0, 1, 2]) - 1,
                      -40, 40)
        solved = populations(root)
        assert abs((solved[0] + solved[2]) / fraction - 1) < 1e-6
    print(f"{T:.0f} K: fraction of dimers without exactly one H"
          f" = {fraction:.2e}")

# Structures when only the mean is one H per dimer: 4 H on 8 dimer ends.
relaxed = list(itertools.combinations(range(8), 4))
relaxed_orbits = enumerate_orbits(relaxed, perms)
relaxed_sum = 0
for perm in perms:
    polynomial, unseen = np.array([1]), set(range(8))
    while unseen:
        start = unseen.pop()
        length, site = 1, perm[start]
        while site != start:
            unseen.remove(site)
            site, length = perm[site], length + 1
        factor = np.zeros(length + 1, dtype=int)
        factor[0] = factor[length] = 1
        polynomial = np.convolve(polynomial, factor)
    relaxed_sum += int(polynomial[4])
assert relaxed_sum == len(perms) * len(relaxed_orbits)
print(f"(4x2), only the mean fixed: {len(relaxed)} placements,"
      f" sum Fix {relaxed_sum}, {len(relaxed_orbits)} distinct")

print("verified")
```

Printed output:

```
Electron surplus per dimer with 0, 1, 2 H: -1 +0 +1
Cell | dimers | placements | |G| | sum Fix | distinct | transl. only
(2x1) | 1 | 2 | 4 | 4 | 1 | 2
(2x2) | 2 | 4 | 8 | 16 | 2 | 3
(4x1) | 2 | 4 | 8 | 16 | 2 | 3
(2x4) | 4 | 16 | 16 | 64 | 4 | 6
(4x2) | 4 | 16 | 16 | 80 | 5 | 7
(4x3) | 6 | 64 | 24 | 192 | 8 | 14
(6x2) | 6 | 64 | 24 | 216 | 9 | 14
(6x3) | 9 | 512 | 36 | 792 | 22 | 64
(4x4) | 8 | 256 | 32 | 704 | 22 | 40
(8x2) | 8 | 256 | 32 | 832 | 26 | 40
(6x4) | 12 | 4096 | 48 | 6048 | 126 | 352
(8x4) | 16 | 65536 | 64 | 81088 | 1267 | 4156
(4x2) Fix values, translations: [4, 4, 4, 16], sum 28
(4x2) Fix values, y reversal: [4, 4, 4, 16], sum 28
(4x2) Fix values, x reversal: [0, 4, 4, 4], sum 12
(4x2) Fix values, half turns: [0, 4, 4, 4], sum 12
(4x2) count if x reversal wrongly keeps the end label: 7
(4x2) patterns repeated in the (8x4) cell, distinct: 5
Model: a = 0.42 nm, J_row = 0.040 eV, J_cross = 0.005 eV
(4x2) cell: 1.68 nm by 0.84 nm, H density 2.83 per nm^2
Pattern (rows split by |): orbit, stabiliser, dimers in primitive cell, E/dimer (eV), share by count, at 600 K, at 300 K
LL|LL: 2, 8, 1, +0.045, 0.125, 0.001, 0.000
LL|LR: 8, 2, 4, +0.000, 0.500, 0.078, 0.003
LL|RR: 2, 8, 2, +0.035, 0.125, 0.001, 0.000
LR|LR: 2, 8, 2, -0.035, 0.125, 0.291, 0.175
LR|RL: 2, 8, 2, -0.045, 0.125, 0.630, 0.822
600 K: kT = 0.0517 eV, row correlation -0.919 (4 dimers), -0.800 (16 dimers)
300 K: kT = 0.0259 eV, row correlation -0.997 (4 dimers), -0.993 (16 dimers)
Cost of a bare plus doubly hydrogenated pair: 1.0 eV
600 K: fraction of dimers without exactly one H = 6.31e-05
300 K: fraction of dimers without exactly one H = 3.98e-09
(4x2), only the mean fixed: 70 placements, sum Fix 224, 14 distinct
verified
```
